Quasinormal frequencies and quality factors of a silicon slab in air

**Problem**

A flat slab of thickness L fills the region |x| < L/2, with air of index 1 on both sides. The slab is lossless and nonmagnetic, and its refractive index n > 1 is real and independent of frequency. All fields depend on x and t alone, with the electric field parallel to the faces: this is normal incidence. A quasinormal mode is a nonzero field E(x) exp(-iωt) that has no source and consists, outside the slab, of waves travelling away from it.

(a) Find all the complex frequencies ω of the quasinormal modes.

(b) Define the quality factor by Q = Re ω/(2|Im ω|). Show that for n = 3.5 the mode of order m has Q of about 2.67m, whatever the thickness.

(c) Obtain the same decay rate by following a pulse inside the slab, and explain why Q is proportional to m.

(d) Find the power transmission of the slab at real frequencies. Is the Q read from the width of a transmission peak at half its maximum the same as in (b)?

(e) Evaluate the results for a suspended silicon membrane with n = 3.5 and L = 2200 nm, and estimate what the model neglects near a wavelength of 1540 nm.

**Solution**

**(a) The complex frequencies**

Write k = ω/c, where c is the speed of light in vacuum. Let E point along y and B along z. Faraday's law is then

∂E/∂x = -∂B/∂t = iωB.

Both E and B are continuous at the faces, since the slab is nonmagnetic. Hence E and E' = dE/dx are continuous. Inside the slab the wave equation is

E'' + n²k²E = 0.

On the right, the field A exp[ik(x - ct)] depends on x - ct alone, so it travels to the right even when k is complex. It obeys E' = ikE. On the left the outgoing field depends on x + ct and obeys E' = -ikE. By continuity, the field inside must satisfy

E' = ikE at x = L/2,  E' = -ikE at x = -L/2.

The case k = 0 needs separate treatment. The wave equation then gives a straight line for E, and the conditions E' = 0 leave a constant. This is not an outgoing field. By Faraday's law an outgoing wave has cB = E on the right and cB = -E on the left, whereas a static field without currents has the same B everywhere. With equal E at the two faces this forces E = 0. So k = 0 is not a quasinormal frequency, and we may divide by k below.

For a given k, the condition at the left face fixes the solution inside up to a constant factor. The mirror image of a mode is a mode with the same k, so it must be a multiple of the original. Reflecting twice restores the field, so the multiple is +1 or -1, and every mode is even or odd. Set z = nkL/2.

For an even field, E = cos(nkx), and the condition at x = L/2 reads

-nk sin z = ik cos z, so tan z = -i/n.

For an odd field, E = sin(nkx), and

nk cos z = ik sin z, so tan z = n/i = -in.

The division by cos z is safe: if cos z vanished, either condition would force sin z to vanish too, which is impossible. The condition at the left face follows by symmetry.

To solve for z, use

exp(2iz) = (cos z + i sin z)/(cos z - i sin z) = (1 + i tan z)/(1 - i tan z).

In the even case i tan z = 1/n, and in the odd case i tan z = n. Since 2z = nkL,

even: exp(inkL) = (1 + 1/n)/(1 - 1/n) = (n + 1)/(n - 1),

odd: exp(inkL) = (1 + n)/(1 - n) = -(n + 1)/(n - 1).

Define the positive number

γ = ln[(n + 1)/(n - 1)].

The even condition is exp(inkL) = exp(γ), whose solutions are inkL = γ + 2πip with any integer p, or nkL = 2πp - iγ. In the odd case the factor -1 = exp(iπ) adds π, which gives nkL = (2p + 1)π - iγ. The two families interleave into one:

ω_m = (c/nL)(mπ - iγ), m = 0, ±1, ±2, ...

Even m belongs to even fields and odd m to odd fields. All branches of the logarithm have been kept and each step can be reversed, so the list is complete.

The frequencies lie on a horizontal line in the lower half of the complex plane, equally spaced. Because ω_(-m) = -ω_m*, the orders m and -m are complex conjugates of each other as fields and describe the same real oscillations. The order m = 0 has a purely imaginary frequency: it decays without oscillating, and its Q is zero.

The negative imaginary part means decay in time, but it also makes the outside field grow with distance:

|exp(ik|x|)| = exp[γ|x|/(nL)].

This growth is a record of the past. At distance |x| one sees light that left the slab earlier, when the field there was stronger. In a real decay that began at a finite time, the growth ends at the front of the emitted light.

**(b) The quality factor**

For m ≥ 1 the real part of ω_m is mπc/(nL), and the magnitude of the imaginary part is γc/(nL). Therefore

Q_m = mπ/(2γ).

The thickness has cancelled. For n = 3.5,

γ = ln(4.5/2.5) = ln 1.8 = 0.58779,

Q_m = m × π/(2 × 0.58779) = 2.672m.

This is the stated result. Within the model the proportionality to m is exact, and the word "about" refers only to the rounding of the coefficient.

Two limits show what sets the coefficient. For large n,

γ = ln(1 + 1/n) - ln(1 - 1/n) = 2/n + 2/(3n³) + ...,

so Q_m tends to πnm/4: a high index gives strongly reflecting faces. As n approaches 1, γ grows without bound and Q_m goes to zero. The faces then hardly reflect, and the transmission peaks flatten out. At any fixed n > 1 a high enough order still has a large Q, because Q grows with m, so a large Q alone does not mean a well-separated peak.

**(c) The same rate from a pulse**

First find the reflection of a wave that meets a face from inside. Let the incident, reflected and transmitted electric amplitudes be 1, r and t. Continuity of E gives 1 + r = t, and continuity of E' gives n(1 - r) = t. Eliminating t,

r = (n - 1)/(n + 1) = exp(-γ).

For n = 3.5 this is 0.5556. It is real and independent of frequency, so a pulse is reflected without change of shape.

Any field inside the slab is the sum of a wave moving right and a wave moving left, each at speed c/n. If nothing enters from outside, each part crosses the slab, is reflected, crosses back and is reflected again. After the round-trip time T_r = 2nL/c it is back in its original place and direction, multiplied by r². Thus

E(x, t + T_r) = r²E(x, t).

The magnetic field obeys the same rule. The energy U in the slab is quadratic in the fields, so it is multiplied by r⁴ = exp(-4γ). The decay rate averaged over a round trip is

4γ/T_r = 4γc/(2nL) = 2γc/(nL) = 2|Im ω_m|,

which agrees with the modes. For n = 3.5 the field factor r² is 0.3086 and the energy factor r⁴ is 0.0953: about nine tenths of the energy leaves in one round trip.

For a mode, the rule requires exp(-iω_mT_r) = r², or

r² exp(2inkL) = 1.

This says that the gain in amplitude from going back to an earlier, stronger field compensates the loss at the two faces.

The proportionality to m now has a simple reason. The decay per round trip is the same for all orders, but the number of optical periods in a round trip is

T_r Re ω_m/(2π) = (2nL/c) × mc/(2nL) = m.

A higher order therefore does not live longer. It completes more oscillations in the same lifetime, and Q is 2π times the number of oscillations in the energy lifetime 1/(2|Im ω|).

**(d) The transmission peak**

Let a wave of real frequency and unit amplitude arrive from the left, and let δ = nkL be the phase gained in one crossing. The amplitude transmission into the slab is 2/(n + 1), and out of it 1 + r = 2n/(n + 1). Their product is

4n/(n + 1)² = [(n + 1)² - (n - 1)²]/(n + 1)² = 1 - r².

Each additional round trip multiplies the amplitude by r² exp(2iδ). Summing the geometric series gives the transmitted amplitude

t_s = (1 - r²) exp(iδ)/[1 - r² exp(2iδ)].

Continued to complex frequency, its denominator vanishes just where r² exp(2inkL) = 1. The quasinormal frequencies are the poles of the transmission.

At real frequency the squared magnitude of the denominator is

1 + r⁴ - 2r² cos 2δ = (1 - r²)² + 4r² sin²δ.

Since r = exp(-γ), we have (1 - r²)/(2r) = (1/r - r)/2 = sinh γ. Dividing numerator and denominator by 4r² gives the power transmission

T = sinh²γ/(sinh²γ + sin²δ).

The peaks have T = 1 at δ = mπ, which are the real parts of the mode frequencies. Half the maximum is reached where sin²δ = sinh²γ, so the full width in δ is 2 arcsin(sinh γ), and

Q_width = mπ/[2 arcsin(sinh γ)].

For n = 3.5 this gives 2.339m, not 2.672m. The two values of Q are different quantities. For small γ,

arcsin(sinh γ) = γ + γ³/3 + ...,

so they agree only when little light leaks out at each reflection.

The difference comes from overlap of the resonances, as an exact expansion shows. The logarithmic derivative of the product formula for the sine is

cot w = Σ_m 1/(w - mπ),

with the terms m and -m taken together. Put w = δ - iγ. The imaginary part of the right side is a sum of Lorentzian functions,

Σ_m γ/[(δ - mπ)² + γ²].

On the left, multiply numerator and denominator of cos w/sin w by the complex conjugate of sin w:

cos(δ - iγ) sin(δ + iγ) = (sin 2δ + i sinh 2γ)/2,

|sin(δ - iγ)|² = sin²δ + sinh²γ.

The imaginary part is therefore sinh 2γ/[2(sin²δ + sinh²γ)]. Comparing with T, and using sinh 2γ = 2 sinh γ cosh γ,

T = tanh γ Σ_m γ/[(δ - mπ)² + γ²].

Each Lorentzian has the half-width γ of its pole. At a distance γ from a peak, its own Lorentzian has fallen to one half. The background of all the others has not fallen: it is lowest at the centre of the peak and rises towards the neighbours. The total is thus still above half its maximum, and the half-maximum point lies farther out.

For low n the half-maximum width ceases to exist. Between the peaks T falls to sinh²γ/(1 + sinh²γ) = tanh²γ, which is 0.279 for n = 3.5. A half-maximum point requires sinh γ ≤ 1. With sinh γ = 2n/(n² - 1), this becomes n² - 2n - 1 ≥ 0, or n ≥ 1 + √2. The pole value of Q remains defined below that index.

**(e) A silicon membrane**

The spacing of the modes is c/(2nL) = 19.467 THz for L = 2200 nm. In terms of f = ω/(2π), the frequencies are

f_m = 19.467m - 3.642i THz,

where the imaginary part is 19.467γ/π. The vacuum wavelength belonging to the real part is 2nL/m = 15400/m nm. Some orders are:

- m = 1: 15400 nm, Q = 2.67
- m = 2: 7700 nm, Q = 5.34
- m = 8: 1925 nm, Q = 21.4
- m = 10: 1540 nm, Q = 26.7
- m = 12: 1283 nm, Q = 32.1

For order 10, Re f = 194.67 THz and the pole linewidth is 2 × 3.642 = 7.28 THz, so Q = 194.67/7.285 = 26.7. In wavelength the linewidth is about λ/Q = 1540/26.72 = 57.6 nm. The transmission peak is wider, 8.32 THz at half maximum, and gives Q_width = 23.4.

The energy lifetime 1/(2|Im ω|) is 21.85 fs, the same for every order, while a round trip takes 51.4 fs. The lifetime is shorter than the round trip because the energy falls by more than a factor e in one round trip. Outside, the mode grows by a factor e over nL/γ = 13.1 μm.

An index of 3.5 is a rough value for silicon near order 10. A value of 3.48, closer to that of silicon at room temperature, would put this order near 1531 nm. In the model, orders 8 to 12 lie between 1283 and 1925 nm, where pure silicon is transparent. The lowest orders lie far from there, and their values illustrate the constant-index model rather than predict the behaviour of silicon. The following estimates for order 10 use rough material values and change one effect at a time.

*Dispersion.* Near the resonance the product nω changes at the rate n_g = d(nω)/dω, the group index. If the small change of γ is neglected, the imaginary part of nωL/c = mπ - iγ gives |Im ω| = γc/(n_gL). Thus Q is multiplied by n_g/n. Take n_g = 3.6 and an index that varies linearly with frequency, equal to 3.5 at order 10. Solving the complex mode condition by iteration, with the change of γ included, gives Q = 27.5, a rise of 2.9 %. The size of the rise depends on the pair of values assumed: with the index 3.48 and the same group index, n_g/n gives about 3.4 %. The ratio Q/m is then no longer constant: in this linear model it is 2.72 at order 8 and 2.78 at order 12. The index of real silicon curves upwards towards high frequency, so these two values show the direction of the change, and the rise between the two orders is larger in the real material.

*Absorption.* In one crossing the energy falls by the factor exp(-αL) from absorption and exp(-2γ) from one reflection. Weak absorption therefore lowers Q by the fraction αL/(2γ). For α = 1 cm⁻¹ this is 0.019 %, which is negligible here.

*Temperature.* With dn/dT = 1.8 × 10⁻⁴ K⁻¹, heating by 50 K at fixed thickness moves the resonance by λΔn/n = 4.0 nm; with dispersion the denominator is n_g, which gives 3.9 nm. This is visible as a shift but small beside the linewidth.

*Thickness.* A change of 20 nm moves the resonance by λΔL/L = 14.0 nm, or 0.24 of the linewidth. If the thickness varies by this much across the illuminated area, the measured peak is broadened, although the local Q is unchanged. The broadening is only about 3 % if the thicknesses are spread evenly over a total range of 20 nm.

*Beam divergence.* A Gaussian beam of 10 μm waist radius has a half-angle λ/(π × waist) = 0.049 rad. A wave at this angle is refracted to θ' inside, with sin θ' = sin(0.049)/n. The phase per crossing becomes nkL cos θ', which shifts the resonance by 0.15 nm towards short wavelengths. Normal incidence is thus a good approximation for this beam.

*Substrate.* Suppose the slab rests on thick oxide, with an assumed index of 1.45, instead of being suspended. Then the lower face reflects with r₂ = (3.5 - 1.45)/(3.5 + 1.45), while the upper face keeps r₁ = r. The round-trip condition becomes r₁r₂ exp(2inkL) = 1, so γ is replaced by -½ ln(r₁r₂). The result is Q = 2.14m, a reduction of 20 %. Here the oxide is treated as a half-space that returns no light from below. On a real wafer the oxide is a transparent layer of finite thickness on silicon, and its lower face reflects as strongly as its upper face. The combined amplitude reflection at a real frequency then lies between 0, for a whole number of half wavelengths in the oxide, and 2r₂/(1 + r₂²) = 0.71, for an odd number of quarter wavelengths. The figure of 20 % does not carry over to such a wafer, where the result depends on the oxide thickness.

Of these effects, the substrate changes the quality factor most. The coefficient 2.67 belongs to a slab with air on both sides, and to the decay rate of its field rather than to the half-maximum width of its transmission peaks.

Numbers in the example were calculated in double precision.
